# Charge Sloshing in a Periodic Stack of Metallic Sheets

## The form of the answer

Let identical metallic sheets lie at heights $z=nd$, with $n$ any integer. A disturbance of the electron density has an in-plane wavevector $\mathbf q$ of magnitude $q$ and a phase $k_zd$ from one sheet to the next. The interaction $V$ that turns a density per area into a potential energy has the dimension of $e^2$ times a length. The available lengths are $1/q$, $1/k_z$ and $d$, so

$$V(q,k_z)=\frac{2\pi e^2}{q}\,S(qd,k_zd), \tag{1}$$

with $S$ dimensionless. Since only the phase between sheets matters, $S$ has period $2\pi$ in $k_zd$; reflection in a sheet makes it even.

Suppose a sheet answers a weak potential with a density change $-N$ times that potential, $N$ being a constant. The strength of the electronic feedback is then $NV$. Let all sheets oscillate in phase, so that $k_z=0$. For the longest such wave in a square cell of side $L$, $q=2\pi/L$, and $NV$ is $L$ times a function of $d/L$. If the other sheets have no influence, $d$ cannot appear and the feedback is proportional to $L$. If the stack acts as a uniform solid, $N$ and $d$ can enter only as the response per volume, $N/d$, and the feedback must be proportional to $L^2/d$. The crossover therefore lies at $L$ of order $d$. The calculation below supplies $S$, the prefactors and the conditions.

Hartree atomic units are used from here on, with $e=\hbar=m=4\pi\varepsilon_0=1$. Densities are number densities, potentials are electron potential energies, and a fixed positive background neutralizes the mean charge. The sheets are infinitely thin, and there is no tunnelling between them.

## The Coulomb factor

A single sheet at $z=0$ with density $e^{i\mathbf q\cdot\mathbf r}$ produces a potential $\varphi(z)e^{i\mathbf q\cdot\mathbf r}$ that obeys Poisson's equation,

$$\varphi''(z)-q^2\varphi(z)=-4\pi\delta(z). \tag{2}$$

Away from the sheet the bounded solution is $\varphi=Ae^{-q|z|}$. Integrating (2) across $z=0$ gives the jump in slope, $-2qA=-4\pi$. Hence $A=2\pi/q$ and

$$\varphi(z)=\frac{2\pi}{q}e^{-q|z|}. \tag{3}$$

Now let sheet $n$ carry the density $e^{i\mathbf q\cdot\mathbf r+ik_znd}$. The potential at sheet 0 is the sum of (3) over all sheets with their phases, so

$$S=\sum_{n=-\infty}^{\infty}e^{-qd|n|}e^{ik_zdn}. \tag{4}$$

Set $w=e^{-qd+ik_zd}$. For $q>0$, $|w|<1$, and the positive and negative $n$ form two geometric series:

$$S=1+\frac{w}{1-w}+\frac{w^*}{1-w^*}
=\frac{|1-w|^2+w(1-w^*)+w^*(1-w)}{|1-w|^2}. \tag{5}$$

The numerator is $1-w-w^*+|w|^2+w+w^*-2|w|^2=1-|w|^2$. The denominator is $1-2e^{-qd}\cos k_zd+e^{-2qd}$. Multiplying both by $e^{qd}/2$ gives

$$S=\frac{\sinh(qd)}{\cosh(qd)-\cos(k_zd)},\qquad V=\frac{2\pi}{q}S. \tag{6}$$

A second form shows how $V$ varies with $q$. By Poisson summation, the density profile of the stack along $z$ is

$$\sum_n e^{ik_znd}\delta(z-nd)=\frac1d\sum_{m=-\infty}^{\infty}e^{i(k_z+2\pi m/d)z}. \tag{7}$$

Each plane wave on the right, with total squared wavenumber $q^2+(k_z+2\pi m/d)^2$, is multiplied by $4\pi$ over that square when Poisson's equation is solved. At $z=0$,

$$V=\frac{4\pi}{d}\sum_m\frac{1}{q^2+(k_z+2\pi m/d)^2}. \tag{8}$$

Every term falls as $q$ grows, so $V$ falls with $q$ at fixed $k_z$. At fixed $q$, (6) is largest when $\cos k_zd=1$, that is, when all sheets oscillate in phase.

For $qd\gg1$, both hyperbolic functions approach $e^{qd}/2$ and $S\to1$: the field of a sheet has decayed before it reaches the next. When $qd$ and $k_zd$ are both small, $\cosh(qd)-\cos(k_zd)\approx(q^2+k_z^2)d^2/2$, and

$$V\approx\frac{4\pi}{d\,(q^2+k_z^2)}. \tag{9}$$

This is the three-dimensional Coulomb interaction, with $1/d$ converting density per area into density per volume. At $k_z=0$, the half-angle identities give, without approximation,

$$S=\frac{2\sinh(qd/2)\cosh(qd/2)}{2\sinh^2(qd/2)}=\coth\frac{qd}{2}. \tag{10}$$

## The response of one sheet

Each sheet holds a spin-degenerate electron gas with energies $k^2/2$, filled up to the Fermi wavenumber $k_F$ at zero temperature. Apply the potential $v\,e^{iqx}$ plus its complex conjugate. To first order, a state $\mathbf k$ acquires an admixture of $\mathbf k+\mathbf q$ with amplitude $v/(\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q})$, and one of $\mathbf k-\mathbf q$ with amplitude $v^*/(\epsilon_{\mathbf k}-\epsilon_{\mathbf k-\mathbf q})$. Both contribute to the density component $e^{iqx}$, the second through the conjugated wavefunction. Writing this component as $\delta n=-Nv$ and counting two spins,

$$N=2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\left[\frac{1}{q^2/2+k_xq}+\frac{1}{q^2/2-k_xq}\right]. \tag{11}$$

The integral is a principal value, because near a zero denominator the two coupled states give opposite contributions when both are filled. The bracket equals $q^2/(q^4/4-k_x^2q^2)=1/(q^2/4-k_x^2)$. Integration over $k_y$ gives the width $2\sqrt{k_F^2-k_x^2}$. With $b=q/2$,

$$N=\frac{1}{\pi^2}\,I,\qquad I=\mathrm{P}\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-k^2}}{b^2-k^2}\,dk. \tag{12}$$

Substitute $k=k_F\sin\phi$. The numerator becomes $k_F^2\cos^2\phi=(b^2-k_F^2\sin^2\phi)+(k_F^2-b^2)$. The first part cancels the denominator and integrates to $\pi$. In the second part set $t=\tan\phi$:

$$I=\pi+(k_F^2-b^2)\,\mathrm{P}\!\int_{-\infty}^{\infty}\frac{dt}{b^2-(k_F^2-b^2)t^2}. \tag{13}$$

For $b<k_F$, write $c^2=k_F^2-b^2$. The antiderivative is $(2bc)^{-1}\ln|(b+ct)/(b-ct)|$. It vanishes at both ends, and its divergences cancel across each pole, so the principal value is zero and $I=\pi$. At $b=k_F$ the second part is absent, again leaving $\pi$. For $b>k_F$ there is no pole; the integral is $\pi/(b\sqrt{b^2-k_F^2})$. Therefore

$$N(q)=\frac1\pi\times\begin{cases}1,&0<q\le2k_F,\\[2pt]1-\sqrt{1-(2k_F/q)^2},&q>2k_F.\end{cases} \tag{14}$$

Up to $2k_F$ the response equals the density of states of the sheet and is independent of the electron density.

## From response to the mixing iteration

Let $F[n]$ be the density obtained by solving for the electrons in the potential generated by $n$. Simple mixing takes

$$n_{i+1}=n_i+\alpha\left(F[n_i]-n_i\right). \tag{15}$$

Write $n_i=n_*+\delta_i$, where $n_*=F[n_*]$ is the solution. In the Hartree approximation, with exchange and correlation left out, an error $\delta_i$ of given $q,k_z$ creates the potential $V\delta_i$. The electrons respond with $-NV\delta_i$. To first order in the error,

$$\delta_{i+1}=\delta_i+\alpha(-NV\delta_i-\delta_i)=(1-\alpha\varepsilon)\delta_i,\qquad \varepsilon=1+NV. \tag{16}$$

The minus sign is physical: electrons leave a region where too many have been placed. If $\alpha\varepsilon>2$, they overshoot by more than the original error, and charge sloshes back and forth with growing amplitude. Since every $\varepsilon\ge1$, stability requires

$$0<\alpha<\frac{2}{\varepsilon_{\max}}. \tag{17}$$

Short waves have $\varepsilon$ close to 1, because both $N$ and $V$ vanish as $q\to\infty$. A guarantee for all values between 1 and $\varepsilon_{\max}$ must therefore control the larger of $|1-\alpha|$ and $|1-\alpha\varepsilon_{\max}|$. As $\alpha$ rises from zero, the first of these is the larger and falls; beyond the point where they meet, the second is the larger and rises. The minimum is where $1-\alpha=\alpha\varepsilon_{\max}-1$, or $\alpha=2/(\varepsilon_{\max}+1)$, with contraction per step

$$\rho=\frac{\varepsilon_{\max}-1}{\varepsilon_{\max}+1}. \tag{18}$$

To reduce the error by a factor $R$ takes $\ln R/\ln(1/\rho)$ steps under this bound. For large $\varepsilon_{\max}$, $\ln(1/\rho)\approx2/\varepsilon_{\max}$, so the count is about $\tfrac12\varepsilon_{\max}\ln R$. When $\varepsilon_{\max}$ is large, the number of steps of simple mixing thus grows with $L$ in proportion to $\varepsilon_{\max}$. This count does not carry over to schemes that combine earlier iterates: for conjugate gradients on the same linear problem the bound grows only as $\sqrt{\varepsilon_{\max}}$.

## The crossover with lateral size

Take a square cell containing one sheet per period. Its density repeats from sheet to sheet, so $k_z=0$. The smallest nonzero in-plane wavenumber is $2\pi/L$; the component $q=0$ is excluded by neutrality. Provided $L\ge\pi/k_F$ and the in-plane electron wavevectors are sampled densely enough to reproduce the integral (11), this wave has the full response $N=1/\pi$. Since $V$ falls with $q$ and $N(q)$ never exceeds $1/\pi$, it is the worst mode. From (6) and (10),

$$\varepsilon_{\max}-1=\frac1\pi\,\frac{2\pi}{q}\coth\frac{qd}{2}
=\frac{L}{\pi}\coth\frac{\pi d}{L}. \tag{19}$$

For $L\ll\pi d$, the hyperbolic cotangent tends to 1. For $L\gg\pi d$, use $\coth u=1/u+u/3+\dots$ with $u=\pi d/L$:

$$\varepsilon_{\max}-1\approx\begin{cases}L/\pi,&\pi/k_F<L\ll\pi d,\\[2pt] L^2/(\pi^2d)+d/3,&L\gg\pi d.\end{cases} \tag{20}$$

The leading terms are equal at $L=\pi d$. A clear linear regime needs room between $\pi/k_F$ and $\pi d$, hence $k_Fd\gg1$; for a sheet of finite thickness it also needs $q$ times the thickness to be small in that range.

The crossover can be followed through the local exponent $p=d\ln(\varepsilon_{\max}-1)/d\ln L$. We have $du/d\ln L=-u$ and $d\ln\coth u/du=-1/(\sinh u\cosh u)$. Their product is $2u/\sinh2u$. With $x=2u=qd=2\pi d/L$,

$$p=1+\frac{x}{\sinh x}. \tag{21}$$

It rises smoothly from 1 to 2 as $L$ grows. The midpoint $p=3/2$ is at $\sinh x=2x$, or $x=2.177$, which gives $L=2.89\,d$.

The same result applies to an isolated sheet represented in a periodic box of height $d$. The truly isolated sheet, $d\to\infty$ at fixed $L$, has linear growth. Quadratic growth at $L\gg\pi d$ then comes from the periodic images, whose potentials add in phase.

## Several sheets in the cell

If the cell contains $M$ sheets, $k_z=2\pi j/(Md)$ with $j=0,\dots,M-1$. Besides the lateral wave there are modes with $q=0$ and $k_z\ne0$, in which uniform charge moves between sheets. They occur when the sheets share one Fermi level $\mu$. The density of a sheet in a uniform potential $v$ is $(\mu-v)/\pi$, so $N=1/\pi$ here too.

Their interaction follows from Gauss's law. The field changes by $4\pi\sigma_l$ across sheet $l$ of density $\sigma_l$, and the potential changes linearly between sheets. Hence

$$\varphi_{l+1}-2\varphi_l+\varphi_{l-1}=-4\pi d\,\sigma_l. \tag{22}$$

For $\sigma_l\propto e^{ik_zdl}$, the left side is $-2(1-\cos k_zd)\varphi_l$, and therefore

$$V(0,k_z)=\frac{2\pi d}{1-\cos k_zd},\qquad
\varepsilon-1=\frac{2d}{1-\cos k_zd}. \tag{23}$$

This agrees with (6) for $q\to0$, where $\sinh(qd)\to qd$. It does not depend on $L$. Its largest value, at $j=1$, is

$$\varepsilon_{\mathrm{inter}}-1=\frac{2d}{1-\cos(2\pi/M)}\ge d. \tag{24}$$

Because $V$ falls with $q$, no other mode with $k_z\ne0$ exceeds this value. The lateral mode in its linear regime has $\varepsilon-1\approx L/\pi\ll d$. For every $M\ge2$ with a common Fermi level, the linear regime is therefore hidden behind an $L$-independent plateau. The crossover of $\varepsilon_{\max}$ from linear to quadratic growth appears in the cell with one sheet. It also appears with several sheets if the charge of each is held fixed, because the modes with $q=0$ are then absent. For large $M$, $1-\cos(2\pi/M)\approx2\pi^2/M^2$, and the plateau is $M^2d/\pi^2$. It equals $L^2/(\pi^2d)$ at $L=Md$: the longest dimension of the cell then decides which way the charge sloshes.

## A worked case

Take $k_F=1$ bohr$^{-1}$ and $d=10$ bohr. The asymptotes meet at $L=\pi d=31.4$ bohr (16.6 Å), and full response requires $L\ge3.14$ bohr. For $L=20$ bohr, $L/\pi=6.37$, while (19) gives 6.94; neighbouring sheets already add about 9% to the isolated-sheet value. For $L=160$ bohr, (20) gives

$$\frac{160^2}{\pi^2\times10}+\frac{10}{3}=259.4+3.3=262.7. \tag{25}$$

These predictions were tested by self-consistent iterations in which the sheet electrons were found by diagonalization in plane waves and the potential came from (8). The density error was restricted to three lateral harmonics and started in the first. The free motion along $y$ was integrated analytically; a finite two-dimensional mesh at zero temperature can move $N$ by several percent or more. The column "iteration" is read from the error multiplier of one mixing step on a very small error, and $p$ is evaluated from (21).

| $L$ (bohr) | $\varepsilon_{\max}-1$, (19) | iteration | $p$ |
|---:|---:|---:|---:|
| 5 | 1.592 | 1.592 | 1.00 |
| 20 | 6.941 | 6.941 | 1.27 |
| 40 | 19.415 | 19.415 | 1.68 |
| 160 | 262.71 | 262.70 | 1.97 |
| 320 | 1040.86 | 1040.83 | 1.99 |

Doubling $L$ from 5 to 10 bohr multiplies the measured $\varepsilon-1$ by 2.007; doubling it from 160 to 320 bohr multiplies it by 3.962. The second ratio is below 4 because the constant $d/3$ in (20) does not grow. By the bound (18), reducing the error by $10^6$ takes about 17 steps at $L=5$ bohr and about 7200 at $L=320$ bohr.

Now keep $\alpha=0.002$ fixed. At $L=160$ bohr the multiplier is $1-0.002\times263.7=0.473$, and 20 steps shrink the followed wave to $3.1\times10^{-7}$ of its initial size. At $L=320$ bohr the stability limit is $2/1041.9=0.00192$, just below the chosen $\alpha$. The multiplier is $-1.084$: the error changes sign at each step and is 5.0 times its initial size after 20 steps. The smaller cell is stable, but its short waves, with $\varepsilon\approx1$, would shrink by only about 0.2% per step.

With four sheets per cell, (24) gives $\varepsilon_{\mathrm{inter}}-1=2\times10/(1-0)=20$. At $L=20$ bohr this exceeds the lateral value 6.94, so transfer between sheets limits the mixing. The lateral wave takes over at $L=40.7$ bohr, close to the large-$M$ estimate $Md=40$ bohr. The remaining values are in the numerical output.

## Where the result fails

The constant $N$ requires metallic sheets. If a gap makes $N(q)$ proportional to $q^2$ at small $q$, its product with $4\pi/(q^2d)$ stays finite, and the quadratic growth disappears. For a gapless undoped Dirac sheet, where $N\propto q$, the growth at $L\gg\pi d$ is linear in $L$. Sheets of finite thickness obey (3) only when $q$ times the thickness is small. This restricts the linear regime severely: at $d=10$ bohr, a fixed Gaussian profile of full width 1.2 bohr lowers $\varepsilon-1$ at $L=5$ bohr from 1.59 to 0.88 and keeps $p$ above about 1.3 for all $L\ge\pi/k_F$, so the linear part of the worked case does not describe a sheet of atomic thickness. The transfer modes in (23) also require a thickness small compared with $d$, because the potential varies inside a thick sheet even at $q=0$. Tunnelling invalidates the separate response of each sheet. Exchange and correlation would add a further term to $V$ in (16). If that term stays finite as $q\to0$, it cannot change the leading growth at large $L$, where the Hartree part diverges, but it can shift $\varepsilon$ appreciably in small cells. Local exchange of the two-dimensional gas adds $-2/k_F$ to $V$; at $k_F=1$ bohr$^{-1}$ this lowers $\varepsilon$ by 0.64 for $q\le2k_F$ and takes it slightly below 1 at short wavelength, so the lower end of 1 assumed in (18) no longer holds exactly. Finally, (16) is linear: it describes the approach to a solution, not the first steps from a poor starting density.

## Numbers as computed

```
Fermi wavenumber kF = 1.0 bohr^-1
sheet spacing d = 10.0 bohr
mean sheet density, diagonalized = 0.15916 bohr^-2
sheet response N, formula = 0.31831 hartree^-1 bohr^-2
sheet response, L = 2.5 bohr: 0.12554 hartree^-1 bohr^-2
sheet response, L = 5.0 bohr: 0.31832 hartree^-1 bohr^-2
sheet response, L = 40.0 bohr: 0.31830 hartree^-1 bohr^-2
smallest L with q <= 2 kF = 3.142 bohr
asymptotes meet at L = 31.416 bohr = 16.625 angstrom
exponent 3/2: x = 2.1773 (no unit), L = 28.857 bohr
Columns: L in bohr; the rest have no unit
L | x=qd | eps-1 formula | eps-1 SCF | exponent p | steps for 1e-6
    5 | 12.5664 |     1.592 |     1.592 | 1.0001 |     17.0
   10 |  6.2832 |     3.195 |     3.195 | 1.0235 |     28.4
   20 |  3.1416 |     6.941 |     6.941 | 1.2720 |     54.6
   40 |  1.5708 |    19.415 |    19.415 | 1.6826 |    140.9
   80 |  0.7854 |    68.145 |    68.143 | 1.9041 |    477.6
  160 |  0.3927 |   262.707 |   262.700 | 1.9748 |   1821.6
  320 |  0.1963 |  1040.860 |  1040.833 | 1.9936 |   7196.9
SCF eps-1 ratio, L 5 to 10 bohr = 2.007 (no unit)
SCF eps-1 ratio, L 160 to 320 bohr = 3.962 (no unit)
fixed mixing alpha = 0.002 (no unit), steps = 20
L = 160 bohr: alpha limit 2/eps = 0.007584 (no unit)
  multiplier 1-alpha*eps = 0.4726 (no unit)
  SCF error size after/before = 3.089e-07 (no unit)
L = 320 bohr: alpha limit 2/eps = 0.001920 (no unit)
  multiplier 1-alpha*eps = -1.0837 (no unit)
  SCF error size after/before = 4.988e+00 (no unit)
sheets in larger cell M = 4
largest interlayer eps-1 at q=0 = 20.000 (no unit)
lateral mode takes over at L = 40.710 bohr
```
